Density Mixing in Metals, Hafnia and Capacitor Stacks: Step Counts and Kerker Preconditioning, part 1

(Sections cited here and not found follow in the second part.)

Before a metal/hafnia/metal cell is run, someone must choose a mixing fraction and decide whether to switch on Kerker preconditioning. A fraction that works for a thin electrode can diverge for a thicker one, and a preconditioner that repairs the electrode can slow the hafnia. Both choices depend on how one Kohn-Sham solve answers a long-wavelength density error.

**The iteration and the claim**

Let F[n] be the electron density obtained by solving the Kohn-Sham equations in the potential made by n. Mixing with a fixed fraction α is

n_{k+1} = n_k + αP(F[n_k] − n_k),

where P = 1 is plain linear mixing and Kerker's choice, for a wave number q, is

P(q) = q²/(q² + q0²).

The cell is periodic with length L along z, its lateral size is held fixed, and errors vary along z. The electron number is fixed, so the error has no q = 0 part and the smallest wave number is 2π/L. Ions are frozen, potentials are local, and only the Hartree potential responds; exchange is sized later. Units are Gaussian. The potential energy φ of an electron caused by a density error η obeys

−φ'' = 4πe²η, or φ = vη with v(q) = 4πe²/q².

The claim concerns small errors and the number N of steps that reduces the worst starting error by a factor δ. With the best fixed α, plain mixing needs N ∝ L² in a homogeneous metal, while in an insulator N has a bound independent of L. Kerker mixing bounds N in the metal. It also makes N grow as L² in the insulator, so in a capacitor stack the Kerker count is not bounded either: it grows with the film thickness.

**First derivation: the spectrum of the response**

Let χ0 give the density change of independent electrons, δn = χ0φ. Near the fixed point, F changes by χ0vη, so for P = 1

η_{k+1} = η_k + α(χ0vη_k − η_k) = (1 − αε†)η_k, with ε† = 1 − χ0v.

An eigenvector satisfies ε†η = λη. Inserting η = v⁻¹φ gives

(v⁻¹ − χ0)φ = λv⁻¹φ.

Both operators are symmetric and v⁻¹ is positive. Hence λ is real, and multiplying by φ and integrating gives

λ = 1 + ⟨φ|−χ0|φ⟩/⟨φ|v⁻¹|φ⟩.

The numerator follows from first-order perturbation theory. An occupied state v acquires the admixture −⟨c|φ|v⟩/(E_c − E_v) of each empty state c. The density changes by twice the real part of ψ_v*δψ_v, so

⟨φ|−χ0|φ⟩ = 2 Σ_{v,c} |⟨c|φ|v⟩|²/(E_c − E_v),

with spin included in the sums. Admixtures of occupied states cancel in pairs, because exchanging the two states reverses the denominator. The sum is not negative, so λ ≥ 1.

Different eigenvectors are orthogonal in the Coulomb norm ⟨η|v|η⟩, and each is multiplied by 1 − αλ per step. The largest factor is smallest when the two ends of the spectrum decay equally fast:

1 − αλ_min = αλ_max − 1, so α = 2/(λ_max + λ_min).

With κ = λ_max/λ_min the factor and the count are

r = (κ − 1)/(κ + 1), N = ln(1/δ)/ln(1/r).

For large κ, ln(1/r) = ln(1 + 1/κ) − ln(1 − 1/κ) ≈ 2/κ, hence

N ≈ (κ/2) ln(1/δ).

*The metal.* Take free electrons at zero temperature and φ = φ0 cos(qz). The matrix element from k to k ± q is φ0/2, and the two final states contribute equally after k → −k. Per unit volume the left side of the perturbation formula is −χ0(q)φ0²/2. The right side is 2 (formula) × 2 (spin) × 2 (final states) × φ0²/4 times the integral over occupied k. Therefore

−χ0(q) = 4 ∫ d³k/(2π)³ · 1/(E_{k+q} − E_k),

as a principal value, since occupied final states may be included. Here E_{k+q} − E_k = (ħ²/2m)(q² + 2qk_z), and the Fermi sphere has cross-section π(k_F² − k_z²) at given k_z. With k_z = k_F t and x = q/2k_F,

−χ0 = [mk_F/(4π²ħ²x)] ∫_{−1}^{1} dt (1 − t²)/(t + x).

Writing 1 − t² = (1 − x²) + (x − t)(x + t) gives 2x + (1 − x²) ln|(1 + x)/(1 − x)| for the integral. Thus

−χ0 = DF(x), D = mk_F/(π²ħ²),
F(x) = 1/2 + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

Dividing by v⁻¹ = q²/(4πe²) and adding 1,

λ(q) = 1 + k_TF² F(q/2k_F)/q², k_TF² = 4πe²D = 4k_F me²/(πħ²).

Expanding the logarithm gives F = 1 − Σ_{n≥1} x^{2n}/(4n² − 1) for x ≤ 1. This falls from 1 to 1/2, because the sum telescopes to 1/2 at x = 1. For x > 1 the expansion in 1/x gives F = Σ_{n≥1} x^{−2n}/(4n² − 1), which lies between 0 and 1/2. Short waves therefore have λ → 1, while the longest has, for L ≫ 2π/k_TF and L ≫ π/k_F,

λ_max ≈ k_TF²L²/4π², N ≈ (k_TF²L²/8π²) ln(1/δ).

*The insulator.* Let E_g be the smallest difference E_c − E_v. Then 1/(E_c − E_v) ≤ (E_c − E_v)/E_g², and it remains to sum |⟨c|φ|v⟩|²(E_c − E_v). For a local potential the kinetic energy alone fails to commute with φ:

[H,φ] = −(ħ²/2m)(φ'' + 2φ' d/dz),
[φ,[H,φ]] = (ħ²/m)φ'².

The expectation value of the second line in state v, with a complete set of states j inserted, is

2 Σ_j (E_j − E_v)|⟨j|φ|v⟩|² = (ħ²/m)⟨v|φ'²|v⟩.

When this is summed over occupied v, terms with j occupied cancel by antisymmetry, leaving

Σ_{v,c} (E_c − E_v)|⟨c|φ|v⟩|² = (ħ²/2m) ∫ nφ'².

So ⟨φ|−χ0|φ⟩ ≤ (ħ²/mE_g²) n_max ∫ φ'², where n_max is the peak of the plane-averaged density. Since ⟨φ|v⁻¹|φ⟩ = ∫ φ'²/(4πe²),

λ_max ≤ λ_b = 1 + 4πe²ħ²n_max/(mE_g²).

The length has dropped out. With λ_min ≥ 1, N is bounded too. The bound requires the gap to stay open as L grows. The plane average is allowed only while errors stay functions of z alone, as in the model used below. In a crystal with lateral structure one solve turns such an error into one that also varies in the plane, and the full operator can exceed the plane-averaged bound: a cubic lattice of two-electron harmonic atoms with a 5.78 eV gap and 0.8 nm spacing has λ_max = 2.36 against a plane-averaged bound of 1.63. Its macroscopic permittivity is only 1.08, so for localized states λ_max is set by the on-site response rather than by ε. The same steps with |∇φ|² in place of φ'² give the bound with n_max the peak of the three-dimensional density, which is again independent of L.

*Kerker.* The eigenproblem Pε†η = λη becomes

(v⁻¹ − χ0)φ = λP⁻¹v⁻¹φ, P⁻¹v⁻¹ = (q² + q0²)/(4πe²),

which is again symmetric. The error now contracts in the norm with weight v/P. For the metal,

λ_K(q) = (q² + k_TF²F)/(q² + q0²).

Set q0 = k_TF. Since F ≤ 1, λ_K ≤ 1. For q ≤ 2k_F, F ≥ 1/2 gives λ_K ≥ 1/2. For q ≥ 2k_F, dropping F gives λ_K ≥ 4k_F²/(4k_F² + q0²). Neither limit contains L, so the count is bounded.

For the insulator, insert the trial function cos(q1z) with q1 = 2π/L. The bound on χ0 gives

λ_min ≤ λ_b q1²/(q1² + q0²),

which falls as 1/L². Short waves, for which P → 1, keep the top of the spectrum near or above 1, so κ grows at least as L². It grows no faster, because −χ0 ≥ 0 gives λ_min ≥ q1²/(q1² + q0²) and the top cannot exceed λ_b.

**Second derivation: electrostatics of one wave**

The same scalings follow without wave functions if φ varies slowly. Put a density error a cos(qz) into the cell. It makes the potential energy

φ = (4πe²a/q²) cos(qz).

A long wave thus makes a large potential from a small charge. The material's answer decides what happens next.

In a metal, electrons at each z fill levels up to the common Fermi level, leaving kinetic energy E_F − φ(z) at the top. Since n ∝ (kinetic energy)^{3/2},

δn = n[(1 − φ/E_F)^{3/2} − 1] ≈ −(3n/2E_F)φ.

Using n = k_F³/3π² and E_F = ħ²k_F²/2m, the coefficient 3n/2E_F equals mk_F/(π²ħ²) = D. The output error is −(k_TF²/q²)a cos(qz), and mixing gives

a_new = a + α[−(k_TF²/q²)a − a] = [1 − α(1 + k_TF²/q²)]a.

In an insulator a uniform potential does nothing; only its slope displaces charge. The number of electrons displaced per unit area is −(ε − 1)φ'/(4πe²), directed along the force −φ'. Charge conservation makes δn minus its derivative:

δn = (ε − 1)φ''/(4πe²) = −(ε − 1)a cos(qz).

The factor q² from two derivatives cancels the Coulomb factor 1/q², and

a_new = (1 − αε)a.

Now count steps. In the metal write α = s/λ_L, where λ_L = 1 + k_TF²L²/4π² belongs to the longest wave. That wave is multiplied by 1 − s, so stability requires 0 < s < 2. A short wave, which the electrons hardly screen, is multiplied by 1 − s/λ_L and needs about (λ_L/s) ln(1/δ) steps. For s near 2 this is about (λ_L/2) ln(1/δ), the earlier result. The best value is s = 2λ_L/(λ_L + 1); closer to 2 the long wave itself decays more slowly and the count diverges. The long wave limits the mixing fraction, and the short wave pays for it. In the insulator the factors lie roughly between 1 − α for short waves and 1 − αε for long ones, so one fixed α can serve every length. It must be taken from the true λ_max, which local fields raise above ε (to 4.95 against 4.10 as q → 0 in the model below). There α = 0.33 needs 18 steps from 1.5 to 24 nm, α = 2/(1 + ε) with ε = 4.03 needs about 100 steps at 6 nm and 190 at 24 nm (70 and 110 with ε = 4.10), and the best α of the 1.5 nm cell, 0.405, no longer converges at 24 nm.

Kerker's factor follows by asking that all metal waves decay alike:

P(q)(1 + k_TF²/q²) = 1, so P = q²/(q² + k_TF²).

Applied to the insulator, the same P gives the long-wave eigenvalue εq²/(q² + k_TF²). It suppresses a response that was never large. This holds for the pure factor. Some codes put a floor under P, which reverses the trade: with P ≥ 0.25 the model insulator below needs about 10 steps at every length, while the metal count grows as L² again (269, 1076 and 4300 for 6, 12 and 24 nm).

**Extending the local argument to a stack**

Let a metal of thickness M and a hafnia film of thickness d alternate periodically. At fixed electron number the Fermi level shifts by the metal average φ_m of φ. The plain eigenproblem is

−(εφ')' + k_m²(φ − φ_m) = −λφ'',

with k_m = k_TF and ε = 1 in the metal, and k_m = 0 in the film. Consider φ odd about the metal's centre, so φ_m = 0. In the metal φ = sin(kz) with λ = 1 + k_TF²/k². In the film φ'' = 0, so φ is a straight line reaching zero at the film's centre. Continuity of (ε − λ)φ' gives

(λ − 1)k cos(kM/2) = −(λ − ε)(2/d) sin(kM/2).

For λ > ε there is a root between k = π/M and 2π/M, so λ − 1 lies between k_TF²M²/4π² and k_TF²M²/π². It grows as M², the square of the electrode thickness, when M is far from d on either side. In the crossover, with M comparable to d, the local exponent drops to about 1.65. This bracket holds for a cell with one metal layer closed on itself. With two separate electrodes sharing one Fermi level, charge can move from one to the other. For the sequence metal, film, metal, film, the trial function φ = ±1 in the two metals and linear in the films gives λ ≥ ε + k_TF²Md/4, which grows with the film thickness too. With the parameters below and M = 4 nm, the local model gives 1756, 3120 and 5858 for d = 5, 10 and 20 nm. A metal/film/metal slab in a periodic vacuum behaves similarly, with growth in d slowed by the vacuum width. With field-free open boundaries there is no such limit: the same model gives about 4300, 7000 and 12500 for d = 5, 10 and 20 nm.

With Kerker and q0 = k_TF, the quotient has the same numerator, but its denominator is ∫φ'² + q0²∫(φ − φ_cell)², where φ_cell is the cell average. A trial function sin(2πz/d) in the film and zero in the metal gives

λ_min ≤ εk²/(k² + q0²), k = 2π/d.

For a lower limit, replace φ_cell by φ_m, which can only increase the denominator, and minimize freely over ψ = φ − φ_m. In the film ψ = cos(kz) with λ = εk²/(k² + q0²); in a metal much thicker than 1/q0, ψ decays as exp(−q0 × depth). Continuity of (ε − λ)ψ' on the film side with (1 − λ)ψ' on the metal side gives

(ε − λ)k tan(kd/2) = (1 − λ)q0,

whose lowest root approaches k = π/d for q0d ≫ ε. Both limits fall as 1/d² for thick films. In this one-metal cell Kerker has exchanged growth with electrode thickness for growth with film thickness.

The local equation also suggests a remedy. Call its left-hand operator A. Then ε† = A(−d²/dz²)⁻¹, and P = (−d²/dz²)A⁻¹ makes Pε† = 1 for errors of zero average. This costs one linear solve per step and uses a map of where the metal is. Against the linear quantum response of a 4 nm hard-wall free-electron slab and a hard-wall film of the model chain below, the eigenvalues of Pε† lie between 0.25 and 1.2, or 16 to 17 steps for films of 5 and 10 nm. It has not been tested here on realistic interfaces.

With the best fixed α, the plain step count grows as L² in a homogeneous metal and stays bounded in an insulator, while Kerker mixing reverses this and makes the count in a stack grow with film thickness. What remains is to put numbers to these results, examine what each derivation assumes, and compare the model with a real capacitor.
